\section*{The Burstein-Moss Absorption Edge of a Heavily Doped Narrow-Gap Semiconductor}

\section*{The question}

A semiconductor has one isotropic conduction valley and one isotropic valence band, both with their extremum at $k=0$. Energies are measured from the conduction-band minimum, so that
\begin{equation}
E_c(k)=\frac{\hbar^2k^2}{2m_e},\qquad
E_v(k)=-E_g-\frac{\hbar^2k^2}{2m_h},
\label{bands}
\end{equation}
with $m_e$, $m_h$ and $E_g$ positive. Donors supply $n=10^{19}\ \mathrm{cm^{-3}}=10^{25}\ \mathrm{m^{-3}}$ conduction electrons. The electron is light, the hole heavy and the gap narrow. The round model values are $m_e=0.025\,m_0$, $m_h=0.5\,m_0$ and $E_g=0.4$ eV, where $m_0$ is the free-electron mass. The temperature is $T=300$ K, for which $k_BT=25.85$ meV.

Neglect the photon momentum, and take the bands and the optical matrix element to be unchanged by doping. Gap narrowing by carrier interactions, impurity tails, lifetime broadening, excitons, free-carrier absorption and the change of the refractive index with doping are left out.

\begin{enumerate}
\item[(a)] Find the Fermi wavenumber $k_F$ and the Fermi energy $E_F$ at $T=0$.
\item[(b)] By how much does doping move the absorption edge at $T=0$? Express the shift through $E_F$ and the masses, and evaluate it.
\item[(c)] Write the absorption as an integral over the Brillouin zone. Find the ratio of doped to undoped absorption at temperature $T$.
\item[(d)] Over what range of photon energy does this ratio rise from 10\% to 90\%? Where is it one half?
\item[(e)] Is the parabolic conduction band consistent with the result of (a)? Repeat (b) and (d) for a conduction band that is the upper level of
\begin{equation}
H(k)=\begin{pmatrix}0&Pk\\Pk&-E_g\end{pmatrix},
\label{twoband}
\end{equation}
where the constant $P$ is chosen to keep the band-edge mass $m_e$. Keep the heavy valence band of (\ref{bands}).
\end{enumerate}

\section*{Answer to (a): filling the band}

In a crystal of volume $V$ the allowed wavevectors have density $V/(2\pi)^3$, and each holds two electrons of opposite spin. At $T=0$ the electrons fill a sphere of radius $k_F$:
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}
\quad\Longrightarrow\quad k_F=(3\pi^2n)^{1/3}.
\end{equation}
The Fermi energy, measured from the band minimum, is therefore
\begin{equation}
E_F=\frac{\hbar^2k_F^2}{2m_e}=\frac{\hbar^2(3\pi^2n)^{2/3}}{2m_e}.
\end{equation}
The numbers are
\begin{equation}
k_F=(3\pi^2\times10^{25}\ \mathrm{m^{-3}})^{1/3}=6.665\times10^{8}\ \mathrm{m^{-1}},
\qquad
E_F=\frac{\hbar^2k_F^2}{2(0.025\,m_0)}=0.677\ \mathrm{eV}.
\end{equation}
The mass enters $E_F$ but not $k_F$. The wavenumber is fixed by counting states, a fact needed again in (e).

\section*{Answer to (b): the edge at zero temperature}

With negligible photon momentum, an electron keeps its wavevector when it absorbs a photon. Energy conservation gives
\begin{equation}
\hbar\omega=E_c(k)-E_v(k)
=E_g+\frac{\hbar^2k^2}{2m_e}+\frac{\hbar^2k^2}{2m_h}.
\label{vertical}
\end{equation}
The last term is positive because the electron starts below the top of the valence band. Since $\hbar^2k^2/(2m_h)=(m_e/m_h)E_c(k)$,
\begin{equation}
\hbar\omega-E_g=\left(1+\frac{m_e}{m_h}\right)E_c(k).
\label{photon}
\end{equation}

Without doping the cheapest transition is at $k=0$ and costs $E_g$. With doping, all final states with $k<k_F$ are occupied, and the Pauli principle forbids transitions into them. The photon energy (\ref{photon}) grows with $k$, so absorption now starts at $k_F$, where $E_c=E_F$. The edge has moved up by
\begin{equation}
\boxed{\;\Delta=\left(1+\frac{m_e}{m_h}\right)E_F\;}
\label{shift}
\end{equation}
This is the Burstein--Moss shift. Here $m_e/m_h=0.025/0.5=0.05$, and
\begin{equation}
\Delta=1.05\times0.677\ \mathrm{eV}=0.711\ \mathrm{eV}=1.139\times10^{-19}\ \mathrm{J}.
\end{equation}
The parabolic edge lies at $0.400+0.711=1.111$ eV.

Two limits show what the mass factor does. For $m_h\to\infty$ the valence band is flat, every electron starts from the same energy, and $\Delta\to E_F$. For $m_h=m_e$ the two bands contribute equally and $\Delta=2E_F$. In the present case the hole contributes just $0.034$ eV. At fixed masses $\Delta$ grows as $n^{2/3}$.

\section*{Answer to (c): the zone integral}

Let $f(E)=1/(e^{(E-\mu)/k_BT}+1)$ be the Fermi function with chemical potential $\mu$, and write $f_c=f(E_c)$ and $f_v=f(E_v)$. Absorption needs a filled valence state and an empty conduction state, which gives the weight $f_v(1-f_c)$. Stimulated emission has the weight $f_c(1-f_v)$ and must be subtracted:
\begin{equation}
f_v(1-f_c)-f_c(1-f_v)=f_v-f_c .
\end{equation}
Apart from the matrix element and a prefactor that doping does not change, the net absorption is
\begin{equation}
A(\hbar\omega)=\frac{2}{V}\sum_{\mathbf k}\delta\big(E_c-E_v-\hbar\omega\big)(f_v-f_c)
=\int_0^\infty\frac{k^2\,dk}{\pi^2}\,
\delta\!\left(\frac{\hbar^2k^2}{2m_r}-\varepsilon\right)(f_v-f_c).
\end{equation}
Here $\varepsilon=\hbar\omega-E_g>0$ and $1/m_r=1/m_e+1/m_h$. The measure follows from $2\cdot4\pi k^2dk/(2\pi)^3=k^2dk/\pi^2$. The upper limit may be infinite because the delta function selects a small $k$.

The argument of the delta function vanishes at $k_0=\sqrt{2m_r\varepsilon}/\hbar$, where its slope is $\hbar^2k_0/m_r$. Dividing by this slope gives
\begin{equation}
A=\frac{k_0^2}{\pi^2}\,\frac{m_r}{\hbar^2k_0}\,(f_v-f_c)
=\frac{m_r\sqrt{2m_r\varepsilon}}{\pi^2\hbar^3}(f_v-f_c)
=\frac{1}{2\pi^2}\left(\frac{2m_r}{\hbar^2}\right)^{3/2}\!\sqrt{\varepsilon}\,(f_v-f_c),
\label{zone}
\end{equation}
with the occupations taken at $k_0$. For the undoped reference take a full valence band and an empty conduction band, so that $f_v-f_c=1$. The square root cancels in the ratio:
\begin{equation}
R(\hbar\omega)=f_v-f_c\simeq1-f_c=\frac{1}{1+e^{-(E_c-\mu)/k_BT}},
\qquad E_c=\frac{\hbar\omega-E_g}{1+m_e/m_h}.
\label{ratio}
\end{equation}
Setting $f_v=1$ is safe here: at the edge the empty fraction of the valence state is about $2\times10^{-19}$.

\section*{Answer to (d): the thermal width}

Solving (\ref{ratio}) for the conduction energy gives
\begin{equation}
E_c=\mu+k_BT\ln\frac{R}{1-R}.
\end{equation}
For $R=0.1$ the logarithm is $\ln(1/9)=-\ln9$, and for $R=0.9$ it is $+\ln9$. The two conduction energies are $2k_BT\ln9$ apart. By (\ref{photon}) an interval of $E_c$ is stretched by $1+m_e/m_h$ when it is read as photon energy, so
\begin{equation}
\boxed{\;W=2\ln9\left(1+\frac{m_e}{m_h}\right)k_BT\;}
\label{width}
\end{equation}
With $2\ln9=4.394$,
\begin{equation}
W=4.394\times1.05\times25.85\ \mathrm{meV}=119\ \mathrm{meV}=1.91\times10^{-20}\ \mathrm{J}.
\end{equation}
This is 17\% of the shift. The width does not contain $n$, whereas the shift does, so heavier doping makes the edge sharper relative to its displacement.

The width exists as defined only if the 10\% point lies inside the band, which requires $\mu>k_BT\ln9=57$ meV. At lower $\mu$ the conduction band is so weakly filled that $R$ exceeds 10\% already at $\hbar\omega=E_g$.

The ratio is one half at $E_c=\mu$, that is, at $\hbar\omega=E_g+(1+m_e/m_h)\mu$. The chemical potential differs slightly from $E_F$, because $n$ is fixed while the Fermi function softens. Let $g(E)$ be the density of states and $G(E)=\int_0^Eg\,dE'$. Integration by parts gives
\begin{equation}
n=\int_0^\infty g f\,dE=\int_0^\infty G(E)\left(-\frac{df}{dE}\right)dE,
\end{equation}
since $G(0)=0$ and $f$ vanishes at high energy. The function $-df/dE$ is a narrow peak of unit area, symmetric about $\mu$. With $x=(E-\mu)/k_BT$ its mean square width is $(k_BT)^2$ times
\begin{equation}
\int_{-\infty}^{\infty}\frac{x^2e^x\,dx}{(e^x+1)^2}
=4\int_0^\infty\frac{x\,dx}{e^x+1}
=4\sum_{j=1}^\infty\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.
\end{equation}
The first equality uses evenness and one integration by parts; the second expands $1/(e^x+1)$ in powers of $e^{-x}$. The lower limit has been extended to $-\infty$, at an error of order $e^{-\mu/k_BT}$. Expanding $G$ to second order about $\mu$, and using $n=G(E_F)$ at $T=0$,
\begin{equation}
G(E_F)\simeq G(\mu)+\frac{\pi^2}{6}(k_BT)^2g'(\mu)
\quad\Longrightarrow\quad
\mu\simeq E_F-\frac{\pi^2}{6}(k_BT)^2\,\frac{g'(E_F)}{g(E_F)}.
\label{mu}
\end{equation}
The last step uses $G(\mu)-G(E_F)\simeq g(E_F)(\mu-E_F)$. For a parabolic band $g\propto\sqrt E$, so $g'/g=1/(2E_F)$ and
\begin{equation}
\mu\simeq E_F\left[1-\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2\right].
\end{equation}
With $k_BT/E_F=0.038$ the reduction is $0.8$ meV. The half-blocking point is at $1.110$ eV, about $1$ meV below the zero-temperature edge. Heating to 300 K therefore broadens the edge far more than it moves it, within a model whose gap does not depend on temperature.

\section*{Answer to (e): when the band is not parabolic}

The result of (a) gives $E_F/E_g=1.69$. A parabola is the small-$k$ form of a band, and the coupling to the valence states across the gap bends it once $E_c$ is comparable with $E_g$. Formula (\ref{shift}) is correct for the bands (\ref{bands}), but those bands are a poor model of a light-electron, narrow-gap material at this density.

\subsection*{The dispersion}

The eigenvalues of (\ref{twoband}) satisfy $(0-E)(-E_g-E)-P^2k^2=0$, or
\begin{equation}
E(E+E_g)=P^2k^2 .
\end{equation}
At small $k$ the upper root is $E\simeq P^2k^2/E_g$. Equating this to $\hbar^2k^2/(2m_e)$ fixes $P^2=\hbar^2E_g/(2m_e)$. Division by $E_g$ then gives
\begin{equation}
E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2k^2}{2m_e}.
\label{kane}
\end{equation}
This two-band model leaves out the free-electron kinetic energy and the coupling to more distant bands. These terms are small but not negligible: at the same band-edge mass the free-electron term raises the conduction energy at $k_F$ by about $0.01$ eV, and adding also a split-off valence band about $0.4$ eV below the valence edge raises it by about $0.025$ eV in all. The digits below belong to the model (\ref{twoband}).

\subsection*{The shift}

The Fermi wavenumber is unchanged, so the right side of (\ref{kane}) at $k_F$ is still the parabolic value $0.677$ eV. Let $E_K$ be the Fermi energy in the new band. The positive root of the quadratic equation is
\begin{equation}
E_K=\frac{E_g}{2}\left[\sqrt{1+\frac{4}{E_g}\frac{\hbar^2k_F^2}{2m_e}}-1\right]
=0.2\left[\sqrt{1+\frac{4\times0.677}{0.4}}-1\right]\mathrm{eV}=0.357\ \mathrm{eV}.
\end{equation}
The heavy valence band still adds $\hbar^2k_F^2/(2m_h)=0.034$ eV. The shift is
\begin{equation}
\Delta_K=E_K+\frac{\hbar^2k_F^2}{2m_h}=0.391\ \mathrm{eV},
\end{equation}
and the edge lies at $0.791$ eV. The parabolic shift is larger than this one by a factor of $1.82$.

The lower level of (\ref{twoband}) is a second, light valence band. The two eigenvalues add up to $-E_g$, so it lies at $-E_g-E$, and transitions from it cost $E_g+2E$. At $k_F$ that is $2E_K=0.715$ eV above the gap. The heavy band therefore sets the first threshold.

\subsection*{The thermal width}

For transitions from the heavy band the photon energy still rises steadily with $k$, so the delta function again selects one $|k|$ and the ratio is again $1-f_c$. This ratio, and the width found below, refer to the heavy-band transitions alone. Transitions from the light band end at $E=(\hbar\omega-E_g)/2$, which near the edge lies below the chemical potential. They are blocked in the doped crystal but open in the undoped one, so counting them in the reference would lower the ratio below $1-f_c$. The effect is large. If both valence bands are given the same matrix element, the total ratio is only about $0.8$ at $0.95$ eV and reaches 90\% near $1.11$ eV, where the light-band transitions open; its 10--90\% range is then about $0.38$ eV. By (\ref{kane}) the hole term equals $(m_e/m_h)E(1+E/E_g)$, hence
\begin{equation}
\hbar\omega=E_g+E+\frac{m_e}{m_h}\,E\left(1+\frac{E}{E_g}\right).
\end{equation}
Let $\mu_K$ be the chemical potential in this band. The 10\% and 90\% points are at $E=\mu_K\mp\delta$ with $\delta=k_BT\ln9$. Subtracting the two photon energies, and using $(\mu_K+\delta)^2-(\mu_K-\delta)^2=4\mu_K\delta$,
\begin{equation}
W_K=2\delta+\frac{m_e}{m_h}\left(2\delta+\frac{4\mu_K\delta}{E_g}\right)
=2\ln9\;k_BT\left[1+\frac{m_e}{m_h}\left(1+\frac{2\mu_K}{E_g}\right)\right].
\end{equation}
Solving the condition of fixed $n$ numerically gives $\mu_K=0.353$ eV. The bracket is $1+0.05(1+2\times0.353/0.4)=1.138$, and
\begin{equation}
W_K=4.394\times25.85\times1.138\ \mathrm{meV}=129\ \mathrm{meV}.
\end{equation}
The width changes by 8\% relative to the parabolic value, while the shift nearly halves. The reason is that the width is set mainly by $k_BT$, and the band shape enters it through the small hole term.

The chemical potential now drops by about $4$ meV instead of $0.8$ meV. Equation (\ref{mu}) explains this. From (\ref{kane}), $k^2\propto E(1+E/E_g)$, and $g\propto k^2\,dk/dE\propto k\,d(k^2)/dE$, so
\begin{equation}
g\propto\sqrt{E\left(1+\frac{E}{E_g}\right)}\left(1+\frac{2E}{E_g}\right),
\qquad
\frac{g'}{g}=\frac{1+2E/E_g}{2E(1+E/E_g)}+\frac{2/E_g}{1+2E/E_g}.
\end{equation}
At $E_K$ the two terms are $2.06$ and $1.79\ \mathrm{eV^{-1}}$, against $1/(2E_F)=0.74\ \mathrm{eV^{-1}}$ for the parabola. The density of states rises more steeply, and $\mu$ must fall further to keep $n$ fixed. The half-blocking point is at $0.787$ eV.

\subsection*{Where the parabolic formula can be used}

For $E_F\ll E_g$, equation (\ref{kane}) gives $E_K\simeq E_F(1-E_F/E_g)$, where $E_F$ is the parabolic value. The relative error of the parabolic conduction energy, $(E_F-E_K)/E_F$, is thus about $E_F/E_g$. At 300 K, however, a 10\% point exists only for $\mu>57$ meV, which is already 14\% of this gap. In this model a room-temperature edge with a full 10--90\% rise therefore carries a noticeable nonparabolic correction. A wider gap or a lower temperature relaxes the conflict.

For the stated band the better estimate within these models is a shift of about $0.39$ eV with a thermal width of about $0.13$ eV for the heavy-band transitions alone; the ratio of total absorptions, light band included, rises over a much wider range. The parabolic formula gives $0.71$ eV and $0.12$ eV. The numerical output also lists the shifts and widths found by summing over explicit plane-wave states in a periodic box; the widths agree with the formulas to about 0.1\%, and the shifts at least as closely.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS
electron density n = 1.000e+25 m^-3
electron mass = 0.025 m0
hole mass = 0.500 m0
undoped gap = 0.400 eV
temperature = 300.0 K
k_B T = 25.852 meV
PARABOLIC BAND
Fermi wavenumber k_F = 6.6651e+08 m^-1
Fermi energy E_F = 0.6770 eV
E_F / gap = 1.693 (no unit)
mass factor 1 + m_e/m_h = 1.0500 (no unit)
hole term = 0.0339 eV
edge shift at T=0 = 0.7109 eV
edge shift at T=0 = 1.1389e-19 J
absorption edge at T=0 = 1.1109 eV
k_B T / E_F = 0.0382 (no unit)
chemical potential at T = 0.6762 eV
E_F - mu(T) = 0.814 meV
half-blocking photon energy = 1.1100 eV
2 ln 9 = 4.3944 (no unit)
10-90% thermal width = 119.29 meV
10-90% thermal width = 1.9112e-20 J
width / shift = 0.1678 (no unit)
empty valence fraction at edge = 2.2e-19 (no unit)
NONPARABOLIC BAND
Fermi energy = 0.3575 eV
edge shift at T=0 = 0.3913 eV
absorption edge at T=0 = 0.7913 eV
parabolic shift / this shift = 1.816 (no unit)
chemical potential at T = 0.3533 eV
half-blocking photon energy = 0.7865 eV
width stretch factor = 1.1383 (no unit)
10-90% thermal width = 129.32 meV
empty valence fraction at edge = 6.0e-14 (no unit)
CHECKS BY SUMMING BOX STATES
electrons in box = 200000
box Fermi energy, parabolic = 0.6769 eV
box edge shift, parabolic = 0.7108 eV
box edge shift, nonparabolic = 0.3913 eV
box 10-90% width, parabolic = 119.40 meV
box 10-90% width, nonparabolic = 129.41 meV
window integral / n, box sum = 0.6704 (no unit)
window integral / n, formula = 0.6685 (no unit)
\end{verbatim}
